# The Hartree-Fock energy of jellium, its minimum, and sodium: test program

```python
# Result under test: the unpolarized plane-wave Hartree-Fock state of jellium has
# energy per electron E(rs) = a/rs^2 - b/rs in rydberg, with
# a = (3/5)c^2, b = 3c/(2 pi), c = (9 pi/4)^(1/3),
# and a minimum at rs = 4 pi c/5 of depth -15/(16 pi^2).
# rs: radius in bohr of the sphere holding one electron; kF: Fermi wave number;
# zeta: spin polarization (n_up - n_down)/n.
# Rydberg atomic units: kinetic energy k^2, Coulomb repulsion 2/r.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn
from pyscf.dft import libxc

pi = np.pi
c = (9 * pi / 4) ** (1 / 3)
a = 0.6 * c**2
b = 3 * c / (2 * pi)
rs_min = 4 * pi * c / 5
e_min = -15 / (16 * pi**2)

nodes, weights = np.polynomial.legendre.leggauss(80)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2


def density(rs):
    return 3 / (4 * pi * rs**3)


def energy_formula(rs):
    return a / rs**2 - b / rs


def momentum_space_energy(rs, zeta=0.0):
    """Kinetic and exchange energy per electron by quadrature over momenta."""
    n = density(rs)
    kinetic = exchange = 0.0
    for n_spin in (n * (1 + zeta) / 2, n * (1 - zeta) / 2):
        if n_spin <= 0:
            continue
        kf = (6 * pi**2 * n_spin) ** (1 / 3)
        k = kf * unit_nodes
        wk = kf * unit_weights
        kinetic += np.sum(wk * k**4) / (2 * pi**2)
        # Pairs with p < k, doubled; p = k(1-u^3) softens the log singularity.
        u = unit_nodes[None, :]
        kk = k[:, None]
        p = kk * (1 - u**3)
        wp = unit_weights[None, :] * 3 * u**2 * kk
        log_term = np.log((kk + p) / (kk * u**3))
        pair_integral = 2 * np.sum(wk[:, None] * wp * kk * p * log_term)
        pair_integral *= 8 * pi**2
        exchange -= 0.5 * 8 * pi * pair_integral / (2 * pi) ** 6
    return kinetic / n, exchange / n


def find_minimum(function):
    found = minimize_scalar(function, bounds=(2, 10), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, found.fun


# Kinetic energy from an explicit sum over wave vectors of a periodic box.
rs_test = 4.0
m = np.arange(-41, 42)
m_squared = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
occupied = m_squared[m_squared < 1600.5]
electrons = 2 * occupied.size
box_length = (electrons / density(rs_test)) ** (1 / 3)
kinetic_box = (2 * pi / box_length) ** 2 * occupied.mean()
# The finite box has a surface error in the filling of the Fermi sphere.
assert abs(kinetic_box / (a / rs_test**2) - 1) < 2e-3

# Kinetic and exchange energies from momentum-space quadrature.
kinetic_quad, exchange_quad = momentum_space_energy(rs_test)
assert abs(kinetic_quad - a / rs_test**2) < 1e-9
assert abs(exchange_quad + b / rs_test) < 1e-7

# One-particle density matrix from its plane-wave integral.
kf_test = c / rs_test
k = kf_test * unit_nodes[:, None]
for x in (0.3, 2.0, 4.5, 9.0):
    s = x / kf_test
    integrand = k**2 * np.cos(k * s * nodes[None, :])
    matrix = np.sum(kf_test * unit_weights[:, None] * weights * integrand)
    matrix *= 2 * 2 * pi / (2 * pi) ** 3
    formula = 3 * density(rs_test) * spherical_jn(1, x) / x
    assert abs(matrix - formula) < 1e-10

# Partial Bessel integral against its closed antiderivative.
x_end = 30.0
bessel_quad = quad(lambda x: spherical_jn(1, x)**2 / x, 0, x_end,
                   limit=300, epsabs=1e-12)[0]
bessel_formula = (1 - spherical_jn(0, x_end)**2
                  - spherical_jn(1, x_end)**2) / 4
assert abs(bessel_quad - bessel_formula) < 1e-9

# Minimum of the energy assembled by quadrature, for three polarizations.
minima = {z: find_minimum(lambda r, z=z: sum(momentum_space_energy(r, z)))
          for z in (0.0, 0.5, 1.0)}
assert abs(minima[0.0][0] - rs_min) < 2e-3
assert abs(minima[0.0][1] - e_min) < 1e-7
assert abs(minima[1.0][0] - 2 ** (1 / 3) * rs_min) < 2e-3
assert abs(minima[1.0][1] - e_min) < 1e-7
assert minima[0.5][1] > e_min + 1e-5

# Polarization factors at an intermediate polarization.
z = 0.5
factor_a = ((1 + z) ** (5 / 3) + (1 - z) ** (5 / 3)) / 2
factor_b = ((1 + z) ** (4 / 3) + (1 - z) ** (4 / 3)) / 2
kinetic_z, exchange_z = momentum_space_energy(rs_test, z)
assert abs(kinetic_z - factor_a * a / rs_test**2) < 1e-9
assert abs(exchange_z + factor_b * b / rs_test) < 1e-7

# At the unpolarized minimum no uniform polarization lowers the energy.
for z in np.linspace(0.1, 1.0, 10):
    assert sum(momentum_space_energy(rs_min, z)) > e_min
crossing = brentq(lambda r: sum(momentum_space_energy(r, 1.0))
                  - sum(momentum_space_energy(r, 0.0)), 4, 8)
crossing_formula = (a / b) * (2 ** (2 / 3) - 1) / (2 ** (1 / 3) - 1)
assert abs(crossing - crossing_formula) < 1e-4


# Rough metal densities give rough electron radii.
def metal_radius(grams_per_cm3, mass_number, valence):
    atoms = grams_per_cm3 * 1000 / (mass_number * constants.atomic_mass)
    radius = (3 / (4 * pi * valence * atoms)) ** (1 / 3)
    return radius / constants.physical_constants["Bohr radius"][0]


sodium_density, sodium_mass = 0.97, 23
aluminium_density, aluminium_mass = 2.7, 27
rs_na = round(metal_radius(sodium_density, sodium_mass, 1), 1)
rs_al = round(metal_radius(aluminium_density, aluminium_mass, 3), 1)
step = 1e-3
slope_na = (sum(momentum_space_energy(rs_na + step))
            - sum(momentum_space_energy(rs_na - step))) / (2 * step)
assert abs(slope_na - (-2 * a / rs_na**3 + b / rs_na**2)) < 1e-6
assert slope_na < 0


# Perdew-Wang correlation; libxc returns hartree per electron.
def correlation(rs):
    result = libxc.eval_xc("LDA_C_PW", np.array([density(rs)]), spin=0)
    return 2 * float(result[0][0])


rs_corr, e_corr = find_minimum(lambda r: energy_formula(r) + correlation(r))
assert rs_corr < rs_min
assert abs(rs_corr - rs_na) < abs(rs_min - rs_na)

print(f"c = kF*rs (dimensionless): {c:.4f}")
print(f"kinetic coefficient a: {a:.4f} Ry bohr^2 = {a/2:.4f} hartree bohr^2")
print(f"exchange coefficient b: {b:.4f} Ry bohr = {b/2:.4f} hartree bohr")
print(f"test radius rs: {rs_test:.1f} bohr")
print(f"electrons in box sum: {electrons}")
print(f"kinetic energy, box sum: {kinetic_box:.5f} Ry")
print(f"kinetic energy, formula: {a/rs_test**2:.5f} Ry")
print(f"exchange energy, momentum quadrature: {exchange_quad:.6f} Ry")
print(f"exchange energy, formula: {-b/rs_test:.6f} Ry")
print(f"Bessel integral from 0 to {x_end:.0f}, quadrature: {bessel_quad:.6f}")
print(f"Bessel integral from 0 to {x_end:.0f}, formula: {bessel_formula:.6f}")
print(f"rs at minimum, formula: {rs_min:.4f} bohr")
print(f"rs at minimum, numerical search: {minima[0.0][0]:.3f} bohr")
print(f"minimum energy: {e_min:.5f} Ry = {e_min/2:.5f} hartree")
print(f"kF at minimum: {c/rs_min:.4f} 1/bohr")
print(f"kinetic energy at minimum: {a/rs_min**2:.5f} Ry")
print(f"exchange energy at minimum: {-b/rs_min:.5f} Ry")
print(f"half polarized, rs at minimum: {minima[0.5][0]:.3f} bohr")
print(f"half polarized, minimum energy: {minima[0.5][1]:.5f} Ry")
print(f"fully polarized, rs at minimum: {minima[1.0][0]:.3f} bohr")
print(f"fully polarized, minimum energy: {minima[1.0][1]:.5f} Ry")
print(f"unpolarized/fully polarized crossing: {crossing:.3f} bohr")
print(f"sodium mass density, rough input: {sodium_density:.2f} g/cm^3")
print(f"sodium atomic mass, rounded input: {sodium_mass} u")
print(f"sodium rs, rough: {rs_na:.1f} bohr")
print(f"HF jellium energy at sodium rs: {energy_formula(rs_na):.4f} Ry")
print(f"energy above minimum there: {energy_formula(rs_na)-e_min:.4f} Ry")
print(f"slope dE/drs at sodium rs: {slope_na:.4f} Ry/bohr")
print(f"radius ratio, minimum/sodium: {rs_min/rs_na:.1f}")
print(f"density ratio, sodium/minimum: {(rs_min/rs_na)**3:.1f}")
print(f"aluminium mass density, rough input: {aluminium_density:.1f} g/cm^3")
print(f"aluminium atomic mass, rounded input: {aluminium_mass} u")
print(f"aluminium rs, rough, 3 valence electrons: {rs_al:.1f} bohr")
print(f"density ratio, aluminium/minimum: {(rs_min/rs_al)**3:.0f}")
print(f"Perdew-Wang correlation at sodium rs: {correlation(rs_na):.4f} Ry")
print(f"rs at minimum with correlation: {rs_corr:.2f} bohr")
print(f"minimum energy with correlation: {e_corr:.4f} Ry")
print("no test failed")
```

It prints:

```
c = kF*rs (dimensionless): 1.9192
kinetic coefficient a: 2.2099 Ry bohr^2 = 1.1050 hartree bohr^2
exchange coefficient b: 0.9163 Ry bohr = 0.4582 hartree bohr
test radius rs: 4.0 bohr
electrons in box sum: 535522
kinetic energy, box sum: 0.13812 Ry
kinetic energy, formula: 0.13812 Ry
exchange energy, momentum quadrature: -0.229083 Ry
exchange energy, formula: -0.229083 Ry
Bessel integral from 0 to 30, quadrature: 0.249719
Bessel integral from 0 to 30, formula: 0.249719
rs at minimum, formula: 4.8234 bohr
rs at minimum, numerical search: 4.823 bohr
minimum energy: -0.09499 Ry = -0.04749 hartree
kF at minimum: 0.3979 1/bohr
kinetic energy at minimum: 0.09499 Ry
exchange energy at minimum: -0.18998 Ry
half polarized, rs at minimum: 5.204 bohr
half polarized, minimum energy: -0.09306 Ry
fully polarized, rs at minimum: 6.077 bohr
fully polarized, minimum energy: -0.09499 Ry
unpolarized/fully polarized crossing: 5.450 bohr
sodium mass density, rough input: 0.97 g/cm^3
sodium atomic mass, rounded input: 23 u
sodium rs, rough: 4.0 bohr
HF jellium energy at sodium rs: -0.0910 Ry
energy above minimum there: 0.0040 Ry
slope dE/drs at sodium rs: -0.0118 Ry/bohr
radius ratio, minimum/sodium: 1.2
density ratio, sodium/minimum: 1.8
aluminium mass density, rough input: 2.7 g/cm^3
aluminium atomic mass, rounded input: 27 u
aluminium rs, rough, 3 valence electrons: 2.1 bohr
density ratio, aluminium/minimum: 12
Perdew-Wang correlation at sodium rs: -0.0637 Ry
rs at minimum with correlation: 4.19 bohr
minimum energy with correlation: -0.1550 Ry
no test failed
```
